# Ambipolar Transport and the Drift of a Haynes–Shockley Pulse

An excess of electrons and holes in a uniformly doped semiconductor moves as a single cloud as long as it stays nearly neutral. If $\delta(x,t)$ is the common excess density, then

$$
\frac{\partial\delta}{\partial t}=D_a\frac{\partial^2\delta}{\partial x^2}-\mu_aE\frac{\partial\delta}{\partial x}+G-R, \tag{1}
$$

$$
\mu_a=\frac{n-p}{n/\mu_p+p/\mu_n},\qquad D_a=\frac{n+p}{n/D_p+p/D_n}. \tag{2}
$$

Here $n$ and $p$ are the electron and hole densities, $\mu_n$ and $\mu_p$ their positive mobilities, $D_n$ and $D_p$ their diffusion constants, $E$ the local electric field, $G$ the rate of generation above its equilibrium value and $R$ the net recombination rate. A positive $\mu_a$ means motion along the field, the direction in which holes drift. In strongly n-type material a weak pulse moves with mobility $+\mu_p$, and in strongly p-type material with $-\mu_n$: in both cases it drifts as the minority carriers do. In intrinsic material $n=p$, so $\mu_a=0$ and the pulse spreads without drifting.

The model is one-dimensional, with constant mobilities, fully ionised dopants and nondegenerate carriers. Let $q>0$ be the elementary charge. The electrical current densities are

$$
J_n=q\mu_n nE+qD_nn',\qquad J_p=q\mu_p pE-qD_pp', \tag{3}
$$

where a prime denotes $\partial/\partial x$. Both drift currents point along $E$, since electrons move against the field but carry negative charge. The diffusion terms have opposite signs because both species flow down their density gradients with opposite charges. Particle conservation reads $\partial n/\partial t=J_n'/q+G-R$ and $\partial p/\partial t=-J_p'/q+G-R$, so

$$
\frac{\partial n}{\partial t}=D_nn''+\mu_n(n'E+nE')+G-R, \tag{4}
$$

$$
\frac{\partial p}{\partial t}=D_pp''-\mu_p(p'E+pE')+G-R. \tag{5}
$$

The same $G$ and $R$ appear in both equations because carriers are created and lost in pairs; traps that store charge are excluded.

With net donor density $N$ and permittivity $\varepsilon$, Poisson's equation is

$$
p-n+N=\frac{\varepsilon}{q}E'. \tag{6}
$$

If the right side is small compared with the excess density, then $n=n_0+\delta$ and $p=p_0+\delta$, where $n_0-p_0=N$. This is quasi-neutrality. It does not permit $E'=0$ in (4) and (5), where $E'$ is multiplied by a whole carrier density. To see its size, ignore diffusion for a moment and hold the current fixed. The field is then inversely proportional to

$$
S=\mu_nn+\mu_pp, \tag{7}
$$

which is the conductivity divided by $q$. Hence $E'=-E(\mu_n+\mu_p)\delta'/S$. When $n\gg p$, $S\approx\mu_nn$, and the electron drift term becomes

$$
\mu_n(E\delta'+nE')\approx\mu_nE\delta'\left[1-\left(1+\frac{\mu_p}{\mu_n}\right)\right]=-\mu_pE\delta'.
$$

The field gradient cancels the electrons' own drift of the excess and replaces it by motion at the hole mobility. The majority electrons pass through the cloud, while their density rearranges to keep the minority holes neutralised. Dropping $E'$ from (4) would have given the wrong speed and the wrong direction. In (5) it matters little here, because it is multiplied by the small density $p$.

The general elimination needs no assumption about the current. Insert the common excess in (4) and (5), multiply the first by $\mu_pp$ and the second by $\mu_nn$, and add. The terms containing $E'$ are

$$
\mu_pp\,\mu_nnE'-\mu_nn\,\mu_ppE'=0.
$$

The terms containing $E\delta'$ are

$$
\mu_pp\,\mu_nE\delta'-\mu_nn\,\mu_pE\delta'=-\mu_n\mu_p(n-p)E\delta'.
$$

The time derivative and $G-R$ are each multiplied by $\mu_pp+\mu_nn=S$. Division by $S$ gives

$$
\frac{\partial\delta}{\partial t}=\frac{\mu_ppD_n+\mu_nnD_p}{S}\delta''-\frac{\mu_n\mu_p(n-p)}{S}E\delta'+G-R. \tag{8}
$$

Dividing the numerator and denominator of the drift coefficient by $\mu_n\mu_p$ turns $S$ into $n/\mu_p+p/\mu_n$, which is the mobility in (2). For the diffusion coefficient, use the Einstein relation $D_{n,p}=\mu_{n,p}V_T$, with $V_T=k_BT/q$. The numerator becomes $\mu_n\mu_pV_T(n+p)$, and

$$
D_a=\frac{\mu_n\mu_pV_T(n+p)}{\mu_nn+\mu_pp}
=\frac{n+p}{n/(\mu_pV_T)+p/(\mu_nV_T)}
=\frac{n+p}{n/D_p+p/D_n}.
$$

This completes the derivation of (1).

The limits follow directly. For $n\gg p$, with mobilities of similar size, $\mu_a\to\mu_p$ and $D_a\to D_p$. For $p\gg n$, $\mu_a\to-\mu_n$ and $D_a\to D_n$. At $n=p$ the mobility vanishes, while $D_a=2D_nD_p/(D_n+D_p)$. The drift vanishes at equal densities, not at equal conductivities: the two species may have quite different mobilities. In the elimination, each species' drift term carries its own mobility and is weighted by the other's conductivity. The product of mobilities is common to both terms, and the density difference alone decides which way the pulse moves.

For a Haynes–Shockley pulse, let $E_0$ be the uniform field far from the excess, and let $R=\delta/\tau$ with constant lifetime $\tau$. Generation has ended, so $G=0$. If $\delta$ changes the conductivity only slightly, $E\delta'$ equals $E_0\delta'$ to first order and the coefficients take their equilibrium values. Write

$$
\delta(x,t)=e^{-t/\tau}f(y,t),\qquad y=x-\mu_aE_0t.
$$

The exponential accounts for recombination and the moving coordinate for drift, leaving $\partial f/\partial t=D_a\,\partial^2f/\partial y^2$. For a Gaussian $f=(A/s)e^{-y^2/(2s^2)}$ with constant $A$ and time-dependent width $s$,

$$
\frac1f\frac{\partial f}{\partial t}=\frac{ds}{dt}\left(-\frac1s+\frac{y^2}{s^3}\right),\qquad
\frac1f\frac{\partial^2f}{\partial y^2}=-\frac1{s^2}+\frac{y^2}{s^4}.
$$

The two sides agree if $s\,ds/dt=D_a$, so

$$
s^2=s_0^2+2D_at. \tag{9}
$$

The centre is at $\mu_aE_0t$, and the pulse content falls as $e^{-t/\tau}$. The displacement of a weak pulse's centre in a known time therefore gives $\mu_a$, which approaches the minority mobility when the doping is strong. The arrival time of the peak at a fixed detector needs a correction, because the pulse spreads and decays while it passes, and both make the recorded peak early. In the n-type example below, a detector at 78.85 µm would record the peak at about 93 ns, although the centre arrives at 100 ns. Dividing distance by field and peak time would then give about 848 cm²/Vs instead of 788.5.

A strong pulse alters the field it moves in, yet its centroid still obeys a simple law if the total current is held fixed. Subtracting (4) from (5) for equal excesses shows that $J=J_n+J_p$ is uniform in space. Adding the currents in (3) gives $J/q=SE+(D_n-D_p)\delta'$. Far from the pulse this is $S_0E_0$, with $S_0=\mu_nn_0+\mu_pp_0$. Thus

$$
E=\frac{S_0E_0-(D_n-D_p)\delta'}{S}. \tag{10}
$$

The hole particle flux $F=J_p/q$ is then

$$
F=\frac{\mu_ppS_0E_0}{S}-\left[\frac{\mu_pp(D_n-D_p)}{S}+D_p\right]\delta'. \tag{11}
$$

Let $M_0=\int\delta\,dx$ and $M_1=\int x\delta\,dx$. Recombination gives $dM_0/dt=-M_0/\tau$. With $F_\infty=\mu_pp_0E_0$, integration by parts gives

$$
\frac{dM_1}{dt}=-\int xF'\,dx-\frac{M_1}{\tau}=\int(F-F_\infty)\,dx-\frac{M_1}{\tau}.
$$

The boundary term vanishes because $F-F_\infty$ vanishes beyond the pulse. In the derivative of $M_1/M_0$ the lifetime terms cancel, so the centroid velocity is $v=M_0^{-1}\int(F-F_\infty)dx$. The bracket in (11) depends on position through $\delta$ alone. Its product with $\delta'$ is therefore a total derivative, and it integrates to zero because $\delta=0$ at both ends. The remaining drift difference is $\mu_pE_0(pS_0-p_0S)/S$, where

$$
\begin{aligned}
pS_0-p_0S&=p(\mu_nn_0+\mu_pp_0)-p_0(\mu_nn+\mu_pp)\\
&=\mu_n(pn_0-p_0n)\\
&=\mu_n[(p_0+\delta)n_0-p_0(n_0+\delta)]\\
&=\mu_n(n_0-p_0)\delta.
\end{aligned}
$$

Since $n-p=n_0-p_0$, the integrand is $E_0\mu_a(\delta)\delta$, and

$$
v=E_0\frac{\int\mu_a(\delta)\,\delta\,dx}{\int\delta\,dx}. \tag{12}
$$

Within quasi-neutrality, constant mobilities and a constant lifetime, this holds at any injection level. In intrinsic material it gives zero drift even when the excess far exceeds the equilibrium density. In doped material, $n-p$ stays fixed while the denominator of $\mu_a$ grows with $\delta$, so strong injection slows the centroid.

Equation (12) contains the distant field $E_0$, whereas (1) contains the local field. There is no conflict. Without diffusion, (10) gives $E=S_0E_0/S$, so (1) moves a given density at speed

$$
\mu_aE=\frac{\mu_n\mu_p(n_0-p_0)S_0E_0}{S^2}.
$$

The excess flux is $E_0\mu_a\delta=\mu_n\mu_p(n_0-p_0)E_0\delta/S$. Its derivative with respect to $\delta$ contains $(S-\delta\,dS/d\delta)/S^2=S_0/S^2$, because $S=S_0+(\mu_n+\mu_p)\delta$. This is the same speed. Dense parts of a strong pulse move more slowly than dilute parts, so drift steepens the trailing edge and stretches the leading edge, while diffusion opposes the steepening.

The neglected space charge can be sized by keeping Poisson's equation for a small disturbance. Let the disturbances $n_1$ and $p_1$ vary as $e^{ikx+\lambda t}$, omit recombination, and define

$$
\nu_n=\frac{q\mu_nn_0}{\varepsilon},\quad \nu_p=\frac{q\mu_pp_0}{\varepsilon},\quad
a=ik\mu_nE_0-D_nk^2,\quad b=-ik\mu_pE_0-D_pk^2.
$$

Linearising (4) and (5), with $E_1'=q(p_1-n_1)/\varepsilon$, gives

$$
(\lambda-a+\nu_n)n_1=\nu_np_1,\qquad(\lambda-b+\nu_p)p_1=\nu_pn_1.
$$

Multiply the two equations, cancel $n_1p_1$ and expand:

$$
(\lambda-a)(\lambda-b)+\nu_p(\lambda-a)+\nu_n(\lambda-b)=0. \tag{13}
$$

Let $\Gamma=\nu_n+\nu_p=1/\tau_d$, where $\tau_d=\varepsilon/(qS_0)$ is the dielectric relaxation time. For $|a|,|b|\ll\Gamma$, the slow solution is first $\lambda_0=(\nu_pa+\nu_nb)/\Gamma$. Substituting $a$ and $b$ gives $\lambda_0=-ik\mu_aE_0-D_ak^2$, the ambipolar result. To improve it, use $\lambda_0-a=\nu_n(b-a)/\Gamma$ and $\lambda_0-b=\nu_p(a-b)/\Gamma$ in the product that was neglected. Then

$$
\lambda\approx\lambda_0+\frac{\nu_n\nu_p(a-b)^2}{\Gamma^3}.
$$

At long wavelength $(a-b)^2\approx-k^2(\mu_n+\mu_p)^2E_0^2$. The correction is therefore extra spreading, with coefficient

$$
D_{sc}=\tau_d\frac{\mu_n\mu_pn_0p_0(\mu_n+\mu_p)^2E_0^2}{S_0^2}. \tag{14}
$$

The field separates the two clouds slightly, and the finite relaxation time lets that separation broaden the pulse. In intrinsic material (14) reduces to $\tau_d\mu_n\mu_pE_0^2$. It grows as the square of the field, so a pulse that does not drift can still respond to the field by spreading faster.

For numbers, take rough, rounded parameters in the regime of PbTe at 300 K: $\mu_n=1700$ and $\mu_p=800$ cm²/Vs, intrinsic density $10^{16}$ cm⁻³ and relative permittivity 400. The lifetime is assumed to be 200 ns. A pulse of initial standard deviation 10 µm is followed for 100 ns at $E_0=100$ V/cm. These settings are the same for all samples.

With net donors of $10^{17}$ cm⁻³, the equilibrium densities are $n_0=1.010\times10^{17}$ and $p_0=9.902\times10^{14}$ cm⁻³. Hence

$$
\mu_a=\frac{1.0\times10^{17}}{1.010\times10^{17}/800+9.902\times10^{14}/1700}\approx788.5\ \text{cm}^2/\text{Vs}.
$$

The velocity is $7.885\times10^4$ cm/s, and the displacement in 100 ns is 78.85 µm. Free holes would move 80.0 µm, while free electrons would move 170.0 µm the other way. With $D_a=20.79$ cm²/s, equation (9) gives a final standard deviation of $\sqrt{10^2+415.8}=22.71$ µm. The remaining fraction of the pulse is $e^{-1/2}=0.6065$.

These predictions were tested against a numerical solution of both continuity equations with Poisson's equation at fixed total current, without assuming neutrality. For a peak excess of $10^{14}$ cm⁻³ it gave a drift of 78.81 µm and a width of 22.71 µm. In the p-type sample with the opposite net doping, $\mu_a=-1649$ cm²/Vs and the simulated drift was $-164.76$ µm, so the pulse reversed direction and followed the electrons.

Weak doping shows the departure from minority drift. At net donors of $10^{16}$ cm⁻³, $n_0=1.618\times10^{16}$ and $p_0=6.18\times10^{15}$ cm⁻³, which give $\mu_a=419.1$ cm²/Vs. The simulated drift was 41.80 µm. Taking this displacement for free hole drift would give about half the true hole mobility, although holes are still the minority. In the intrinsic sample the simulated drift was zero to the printed hundredth of a micrometre.

The intrinsic pulse broadened to 25.79 µm, against 25.74 µm from (9). Equation (14) accounts for the difference: $D_{sc}=0.1203$ cm²/s adds $2D_{sc}t\approx2.4$ µm² to the variance, and $\sqrt{25.74^2+2.4}\approx25.79$ µm. Neutrality is nevertheless a good approximation here. The Debye length $[\varepsilon V_T/(q(n_0+p_0))]^{1/2}$ is 0.169 µm and the dielectric relaxation time 8.84 ps, both far below the width and duration of the pulse.

Raising the initial peak to $10^{17}$ cm⁻³ in the strongly n-type sample reduced the simulated drift to 54.90 µm, about 30% below the weak-pulse value. The time integral of (12), evaluated with the simulated profiles, gave 54.88 µm. At the initial peak $n=2.010\times10^{17}$ and $p=1.010\times10^{17}$ cm⁻³, so $\mu_a$ there is only about 322 cm²/Vs; it recovers as the pulse spreads and decays. The same injection in the intrinsic sample again produced no drift at the printed resolution.

Real PbTe departs from this idealised bulk experiment in several ways. Native defects readily give it carrier densities of $10^{18}$ cm⁻³ or more, so the dopings used here are low and require good control of composition. For a parabolic band with an assumed density-of-states mass of 0.3 electron masses (a lighter mass gives a larger value), the leading degeneracy correction to $D_n/\mu_n$ is 0.87% in the n-type example; being proportional to density, it would be near 9% at $10^{18}$ cm⁻³. The lifetime depends strongly on the sample: halving it to 100 ns would leave 37% of the pulse instead of 61%, without changing the centroid velocity of a weak pulse. The constant lifetime is least realistic at strong injection. For radiative recombination, $np-n_0p_0=\delta(n_0+p_0+\delta)$, so the rate per excess pair at the initial strong peak would be about twice its weak-pulse value in the n-type sample and six times in the intrinsic one. Loss then depends on density, and an asymmetric pulse acquires an extra centroid shift that (12) omits. Contacts, surface recombination and electron–hole scattering are also left out, and their effects are not sized here.

Heating calls for short field pulses. The n-type sample carries 2763 A/cm² at 100 V/cm, which, for a heat capacity of 1.2 J/(cm³ K), warms it by about 0.023 K in 100 ns if no heat escapes. The same power for 1 ms would give a rise of roughly 230 K with constant properties. Ambient temperature matters too. With the gap held at 0.31 eV, the mobilities fixed and the band densities of states scaling as $T^{3/2}$, the intrinsic density at 400 K is $6.89\times10^{16}$ cm⁻³, and the ambipolar mobility of the n-type sample falls from 788.5 to 527 cm²/Vs. In PbTe the gap widens on warming, which restrains the rise in intrinsic density, while the mobilities fall; the value at 400 K therefore isolates the effect of thermal carriers and does not predict a measured mobility. The numerical output lists the remaining values.

## Calculated quantities

```
Temperature 300 K, thermal voltage 25.85 mV
Mobilities: electrons 1700, holes 800 cm2/Vs
Diffusion constants: electrons 43.95, holes 20.68 cm2/s
Intrinsic density 1.0e+16 cm^-3, permittivity 400
Field 100 V/cm, time 100 ns, lifetime 200 ns
Initial pulse standard deviation 10 um
Free drift distance: holes +80.0 um, electrons -170.0 um
n-type: net donors 1.0e+17, peak excess 1.0e+14 cm^-3
  n0 1.010e+17, p0 9.902e+14 cm^-3; mu_a 788.5 cm2/Vs, D_a 20.79 cm2/s
  drift: simulated 78.81, centroid law 78.81, weak-pulse formula 78.85 um
  final standard deviation: simulated 22.71, weak-pulse 22.71 um; left 0.6065
weakly n-type: net donors 1.0e+16, peak excess 1.0e+14 cm^-3
  n0 1.618e+16, p0 6.180e+15 cm^-3; mu_a 419.1 cm2/Vs, D_a 24.23 cm2/s
  drift: simulated 41.80, centroid law 41.80, weak-pulse formula 41.91 um
  final standard deviation: simulated 24.20, weak-pulse 24.18 um; left 0.6065
intrinsic: net donors 0.0e+00, peak excess 1.0e+14 cm^-3
  n0 1.000e+16, p0 1.000e+16 cm^-3; mu_a 0.0 cm2/Vs, D_a 28.13 cm2/s
  drift: simulated -0.00, centroid law 0.00, weak-pulse formula 0.00 um
  final standard deviation: simulated 25.79, weak-pulse 25.74 um; left 0.6065
p-type: net donors -1.0e+17, peak excess 1.0e+14 cm^-3
  n0 9.902e+14, p0 1.010e+17 cm^-3; mu_a -1649.0 cm2/Vs, D_a 43.47 cm2/s
  drift: simulated -164.76, centroid law -164.76, weak-pulse formula -164.90 um
  final standard deviation: simulated 31.14, weak-pulse 31.14 um; left 0.6065
n-type, strong injection: net donors 1.0e+17, peak excess 1.0e+17 cm^-3
  n0 1.010e+17, p0 9.902e+14 cm^-3; mu_a 788.5 cm2/Vs, D_a 20.79 cm2/s
  drift: simulated 54.90, centroid law 54.88, weak-pulse formula 78.85 um
  final standard deviation: simulated 25.51, weak-pulse 22.71 um; left 0.6065
intrinsic, strong injection: net donors 0.0e+00, peak excess 1.0e+17 cm^-3
  n0 1.000e+16, p0 1.000e+16 cm^-3; mu_a 0.0 cm2/Vs, D_a 28.13 cm2/s
  drift: simulated 0.00, centroid law 0.00, weak-pulse formula 0.00 um
  final standard deviation: simulated 25.75, weak-pulse 25.74 um; left 0.6065
Neglected effects:
  n-type: Debye length 0.075 um, dielectric relaxation 1.28 ps
  n-type: space-charge spreading 0.0004 cm2/s
  n-type: current density 2763 A/cm2, lattice heating 0.0230 K
  n-type: relative change of radiative rate at weak-pulse peak 0.0010
  intrinsic: Debye length 0.169 um, dielectric relaxation 8.84 ps
  intrinsic: space-charge spreading 0.1203 cm2/s
  intrinsic: current density 401 A/cm2, lattice heating 0.0033 K
  intrinsic: relative change of radiative rate at weak-pulse peak 0.0050
  effective density of states 4.12e+18 cm^-3 (mass 0.3 m_e)
  intrinsic density from gap 0.31 eV: 1.03e+16 cm^-3
  degeneracy correction to D_n/mu_n, n-type: 0.87 percent
  electron heating 1.7e-05 eV (relaxation 1 ps), thermal energy 0.0388 eV
  at 400 K, gap and mobilities held: intrinsic density 6.89e+16 cm^-3
  at 400 K the n-type sample has mu_a 527 cm2/Vs
```
